\section*{Decay of Reflectance Fringes from a Weakly Absorbing Growing Film, part 1}

(Sections cited here and not found follow in the second part.)

\section{The interference term and its loss per fringe}

Inside a uniform film at normal incidence, the electric field $E(x)$ of monochromatic light obeys
\begin{equation}
\frac{d^2E}{dx^2}+k_0^2N^2E=0,\qquad k_0=\frac{2\pi}{\lambda},\qquad N=n+ik .
\label{eq:wave}
\end{equation}
Here $x$ is depth, $\lambda$ is the vacuum wavelength, $n$ is the refractive index of the film and $k$ is its extinction coefficient, a pure number. The equation is unchanged by a shift of $x$, so its elementary solutions are exponentials $e^{iqx}$. In the variable $y=k_0Nx$ it becomes $d^2E/dy^2+E=0$, which no longer contains any property of the film or the light. Therefore $q=c\,k_0N$ with $c$ a pure number, the same for every film, and $c$ is real because a wave in a film with $k=0$ travels without loss. A trip down through a film of thickness $d$ and back up then multiplies the field by
\begin{equation}
Z=\exp\!\left(iC\,\frac{Nd}{\lambda}\right)
 =\exp\!\left(iC\,\frac{nd}{\lambda}\right)\exp\!\left(-C\,\frac{kd}{\lambda}\right),
\label{eq:scaling}
\end{equation}
where $C$ is another real number, taken positive. One interference fringe corresponds to an added thickness $\Delta d$ that advances the phase by $2\pi$, so $Cn\,\Delta d/\lambda=2\pi$. The same added thickness multiplies the magnitude of $Z$ by
\begin{equation}
\exp\!\left(-C\,\frac{k\,\Delta d}{\lambda}\right)=\exp\!\left(-\frac{2\pi k}{n}\right).
\label{eq:form}
\end{equation}
The constant $C$ has cancelled, and so has the wavelength. Phase and loss come from the real and imaginary parts of one complex number, and counting in fringes leaves their ratio.

This argument fixes the form of the answer, but it concerns the round-trip factor $Z$ and not yet the reflectance. It remains to show that the fringe amplitude is proportional to $|Z|$, and under what conditions. The statement to be derived is that, to leading order in the interface reflectivities, the oscillating part of the reflectance is multiplied by $\exp(-2\pi k/n)$ for each fringe grown. The factor applies to the amplitude of the oscillation and not to the mean reflectance around which it takes place.

The film lies between $x=0$ and $x=d$. Above it, at $x<0$, is vacuum or a plasma thin enough to have index 1. Below it is a transparent substrate of real index $n_s$, thick enough to be treated as endless, so that no light returns from its rear face. The faces are smooth and parallel, and $n$ and $k$ keep the same values throughout the growth. The time factor is $e^{-i\omega t}$. A wave moving toward larger $x$ is then $e^{ik_0Nx}=e^{ik_0nx}e^{-k_0kx}$, which decays along its path when $k>0$. This confirms the sign chosen for the imaginary part of $N$.

For an incident wave of unit amplitude, the field in the three regions is
\begin{align}
E&=e^{ik_0x}+r\,e^{-ik_0x}, & x&<0,\\
E&=P\,e^{ik_0Nx}+Q\,e^{-ik_0Nx}, & 0&<x<d,\\
E&=\tau\,e^{ik_0n_s(x-d)}, & x&>d .
\end{align}
The tangential electric field is continuous at each interface. In nonmagnetic media the tangential magnetic field is proportional to $dE/dx$, so this derivative is continuous too.

At the lower interface, write $P_d=Pe^{ik_0Nd}$ and $Q_d=Qe^{-ik_0Nd}$ for the two film waves at $x=d$. Continuity gives
\begin{equation}
P_d+Q_d=\tau,\qquad N(P_d-Q_d)=n_s\tau .
\end{equation}
Substituting the first relation into the second gives $N(P_d-Q_d)=n_s(P_d+Q_d)$. Collecting the two amplitudes gives $(N-n_s)P_d=(N+n_s)Q_d$, hence
\begin{equation}
\frac{Q_d}{P_d}=b,\qquad b=\frac{N-n_s}{N+n_s}.
\label{eq:b}
\end{equation}
The number $b$ is the reflection amplitude of the film/substrate interface for light arriving from the film. Returning to the amplitudes at $x=0$,
\begin{equation}
\frac{Q}{P}=\frac{Q_d\,e^{ik_0Nd}}{P_d\,e^{-ik_0Nd}}=bZ,\qquad
Z=e^{2ik_0Nd}=\exp\!\left(\frac{4\pi iNd}{\lambda}\right).
\label{eq:Z}
\end{equation}
This identifies the constant of Eq.~\eqref{eq:scaling} as $C=4\pi$: a factor $2\pi$ from the wavenumber and a factor 2 from the double passage.

At the upper interface, continuity gives $1+r=P+Q$ and $1-r=N(P-Q)$. Dividing the second by the first and using $Q=bZP$,
\begin{equation}
\frac{1-r}{1+r}=Y,\qquad Y=N\,\frac{1-bZ}{1+bZ}.
\end{equation}
Solving for $r$ gives $r=(1-Y)/(1+Y)$. Multiplying numerator and denominator by $1+bZ$,
\begin{equation}
r=\frac{(1+bZ)-N(1-bZ)}{(1+bZ)+N(1-bZ)}
 =\frac{(1-N)+(1+N)bZ}{(1+N)+(1-N)bZ}.
\end{equation}
Division of both lines by $1+N$ leaves
\begin{equation}
r=\frac{a+bZ}{1+abZ},\qquad a=\frac{1-N}{1+N}.
\label{eq:airy}
\end{equation}
The number $a$ is the reflection amplitude of the top surface for light arriving from above. The numerator adds the wave reflected at the top to the wave returned once by the substrate. The denominator accounts for repeated reflection inside the film. At $d=0$, where $Z=1$, the film must drop out, and inserting $a$ and $b$ does give $r=(1-n_s)/(1+n_s)$, the value for the bare substrate.

The round-trip factor is now split into magnitude and phase:
\begin{equation}
Z=\rho\,e^{i\theta},\qquad
\theta=\frac{4\pi nd}{\lambda},\qquad
\rho=\exp\!\left(-\frac{4\pi kd}{\lambda}\right)=e^{-\kappa\theta},\qquad
\kappa=\frac{k}{n}.
\label{eq:split}
\end{equation}
The last form of $\rho$ follows from $4\pi d/\lambda=\theta/n$. The reflectance is
\begin{equation}
R=|r|^2=\frac{|a+bZ|^2}{|1+abZ|^2}.
\label{eq:R}
\end{equation}
Its numerator is
\begin{equation}
|a+bZ|^2=|a|^2+|b|^2\rho^2+2\,\mathrm{Re}(a^*bZ)
=|a|^2+|b|^2\rho^2+2|a||b|\rho\cos(\theta+\varphi),
\label{eq:num}
\end{equation}
where $\varphi$ is the phase of $a^*b$. Since $a$ and $b$ contain the indices but not the thickness, $\varphi$ stays constant during growth. For a transparent film with $1<n<n_s$, both $a$ and $b$ are negative, so $\varphi=0$ and the reflectance starts from a maximum. If $n>n_s$, then $b$ is positive, $\varphi=\pi$, and it starts from a minimum. Absorption adds constant phases to $a$ and $b$, small when $k$ is small beside $|n-1|$ and $|n-n_s|$ respectively. They shift the whole fringe pattern without changing its period.

The denominator of Eq.~\eqref{eq:R} is $1+2\,\mathrm{Re}(abZ)+|ab|^2\rho^2$. When $|ab|\ll1$ its reciprocal is $1-2\,\mathrm{Re}(abZ)$ plus terms of order $|ab|^2$. To leading order it is replaced by 1, and
\begin{equation}
R\simeq|a|^2+|b|^2\rho^2+2|a||b|\rho\cos(\theta+\varphi).
\label{eq:lead}
\end{equation}
The first correction is $-2\,\mathrm{Re}(abZ)$ times the numerator \eqref{eq:num}. Since $\rho\le1$, the numerator is at most $(|a|+|b|)^2$, and this correction is at most $2|ab|(|a|+|b|)^2$ in magnitude. Relative to the initial fringe amplitude $2|ab|$, it is at most $(|a|+|b|)^2$. This is the sense in which the film must be weakly reflecting.

The result can now be read off. One fringe is the change $\theta\to\theta+2\pi$, so from Eq.~\eqref{eq:split}
\begin{equation}
\frac{4\pi n\,\Delta d}{\lambda}=2\pi
\quad\Longrightarrow\quad
\Delta d=\frac{\lambda}{2n}.
\label{eq:spacing}
\end{equation}
The cosine in Eq.~\eqref{eq:lead} returns to its former value, while its prefactor changes through $\rho=e^{-\kappa\theta}$ alone:
\begin{equation}
\boxed{\;
F=\frac{2|a||b|\,\rho(\theta+2\pi)}{2|a||b|\,\rho(\theta)}
=e^{-2\pi\kappa}=\exp\!\left(-\frac{2\pi k}{n}\right).\;}
\label{eq:result}
\end{equation}

The same number has a second reading. The intensity of a single wave in the film decays as $e^{-\alpha x}$ with $\alpha=4\pi k/\lambda$. Over the thickness $\lambda/(2n)$ this gives $\alpha\,\Delta d=2\pi k/n$. The fringe loss is therefore the loss of intensity in one passage through the added layer. The interfering wave makes two passages, but the interference term is linear in its field, whose decay rate is half that of the intensity. The factor 2 from the path cancels the factor $1/2$ from the field. The term $|b|^2\rho^2$ in Eq.~\eqref{eq:lead} is the intensity returned by the substrate after two passages, and it is multiplied by $F^2=\exp(-4\pi k/n)$ per fringe. As the film thickens, the mean reflectance thus settles toward the value $|a|^2$ of the top surface alone, while the fringes die out around it.

The growth rate does not appear in $F$. If it varies, the fringes are stretched or compressed in time, but their amplitudes as a function of fringe number are unaffected. If the same film is etched instead, $d$ decreases and each fringe passed multiplies the amplitude by $1/F$. For $k\to0$ the fringes persist undamped. For $k/n=1/(2\pi)\approx0.16$ the amplitude falls by a factor $e$ in a single fringe, and few oscillations can be followed.

Weak absorption was not needed to obtain Eq.~\eqref{eq:result} from Eq.~\eqref{eq:lead}. It is needed to read an amplitude from a recorded trace, because the oscillation, its envelope and the mean level all change together. Consider first the fringe term alone, $f(\theta)=f_0e^{-\kappa\theta}\cos(\theta+\varphi)$. Its derivative is
\begin{equation}
\frac{df}{d\theta}=-f_0e^{-\kappa\theta}\left[\kappa\cos(\theta+\varphi)+\sin(\theta+\varphi)\right],
\end{equation}
which vanishes where $\tan(\theta+\varphi)=-\kappa$. The extrema are therefore equally spaced by $\pi$, and from one to the next the cosine changes sign. Successive extreme values $f_j$ obey
\begin{equation}
f_{j\pm1}=-f_j\,e^{\mp\pi\kappa}.
\label{eq:ext}
\end{equation}

Let $R_j$ be the successive extreme values of a reflectance trace. A convenient measure of the amplitude is
\begin{equation}
A_j=\frac12\left|R_j-\frac{R_{j-1}+R_{j+1}}{2}\right|,
\label{eq:three}
\end{equation}
half the distance from one extremum to the average of its two neighbours. For equally spaced extrema, a constant background or one that drifts linearly with $\theta$ cancels. For the fringe term alone, Eq.~\eqref{eq:ext} gives $f_{j-1}+f_{j+1}=-2f_j\cosh\pi\kappa$, so
\begin{equation}
A_j=\frac{|f_j|}{2}\left(1+\cosh\pi\kappa\right).
\end{equation}
The bracket is the same for every $j$. Two steps of Eq.~\eqref{eq:ext} make up one fringe, and therefore $A_{j+2}/A_j=e^{-2\pi\kappa}=F$.

Two small errors remain, both caused by the background $B=|b|^2e^{-2\kappa\theta}$. First, its curvature does not cancel in Eq.~\eqref{eq:three}. Inside the absolute value, and with the prefactor $1/2$ included, it contributes
\begin{equation}
\frac{B_j}{2}\left(1-\cosh2\pi\kappa\right)\simeq-\pi^2\kappa^2B_j .
\end{equation}
Second, the slope $B'=-2\kappa B$ moves the extrema. Near an extremum the fringe term is a parabola with curvature of magnitude $g=2|a||b|\rho$. Adding a slope $B'$ moves the extremum by $|B'|/g=\kappa|b|\rho/|a|$ in $\theta$ and changes its height by $B'^2/(2g)=\kappa^2|b|^3\rho^3/|a|$. Both errors in height are of second order in $\kappa$. They are negligible when $k\ll n$, provided the top reflection is not so faint that $\kappa|b|\rho$ becomes comparable with $|a|$.

To leading order in the interface reflectivities, each fringe grown multiplies the fringe amplitude by $\exp(-2\pi k/n)$, and for $k\ll n$ this amplitude can be read from three successive extrema if the top reflection is not too faint. It remains to find how finite reflection and other sources of error change the inferred $k$, and to test the law on a worked example.
